\section*{Adiabatic Hopping Barrier of a Small Polaron Between Equal Sites}

\section{Problem}

In some transition-metal oxides an excess electron distorts the ions around it and traps itself on one site: it forms a small polaron. An equivalent site lies next to it. The reorganization energy is $\lambda=0.8$ eV and the electronic coupling is $V=0.05$ eV.

(a) What energy barrier separates the two trapped states if the electron follows the ions adiabatically?

(b) What hopping rate and mobility does this barrier imply in an oxide layer of a resistive-switching memory cell?

(c) How far do the neglected effects move the barrier?

Two conventions fix the input. The reorganization energy $\lambda$ is the energy needed to move the electron to the other site while the ions stay in the geometry relaxed around the first site, without electronic mixing. The coupling $V>0$ is the magnitude of the off-diagonal element of the two-state Hamiltonian. Where the two site energies are equal, the electronic levels are therefore split by $2V$, not by $V$.

For (b) and (c), take rough round values: phonon energy $\hbar\omega_0=0.06$ eV, hop length $a=0.3$ nm, field $F=1$ MV/cm, and temperatures of 300 K and 358 K, the second standing for a hot device. The corresponding values of $k_BT$ are 0.02585 and 0.03085 eV.

\section{First estimate by scaling}

With classical ions and equal sites, $\lambda$ and $V$ are the only energies that can enter the barrier, so $E_b=\lambda f(V/\lambda)$. Two limits suggest the form of $f$.

For vanishing coupling, the energy of each trapped state is a parabola in the hopping coordinate. Going from one minimum to the position of the other costs $\lambda$. The parabolas cross halfway, and half the displacement costs one quarter of the energy. Hence $f(0)=1/4$.

A small coupling splits the crossing levels by $2V$ and lowers the lower one by $V$. To first order,
\begin{equation}
E_b\approx\frac{\lambda}{4}-V=0.200-0.050=0.150\ \text{eV}.
\label{estimate}
\end{equation}
The next term should be of order $V^2/\lambda\approx0.003$ eV. Scaling gives neither its coefficient nor its sign.

\section{Exact solution of the two-site model}

\subsection{The two parabolas}

Let $q_1$ and $q_2$ be the local distortions at the sites, $K$ their stiffness and $g$ the force exerted by the electron. With occupations $n_1+n_2=1$, the energy without hopping is
\begin{equation}
E=\frac K2(q_1^2+q_2^2)-g(n_1q_1+n_2q_2).
\end{equation}
If the electron is on site 1, the relaxed geometry is $q_1=g/K$, $q_2=0$, with energy $-g^2/(2K)$. Moving the electron to site 2 at this geometry removes the term $-g^2/K$ and leaves $+g^2/(2K)$. The difference is
\begin{equation}
\lambda=\frac{g^2}{K}.
\end{equation}

Write $q_1=Q-s$ and $q_2=Q+s$. Then $q_1^2+q_2^2=2Q^2+2s^2$, and the energies for the electron on sites 1 and 2 are
\begin{equation}
E_{1,2}=KQ^2-gQ+Ks^2\pm gs,
\end{equation}
with the upper sign for site 1. The common distortion $Q$ enters both energies identically, so it does not influence the hop. It relaxes to $Q=g/(2K)$ and contributes $-g^2/(4K)=-\lambda/4$. Now set $s=gu/(2K)$:
\begin{equation}
E_{1,2}=-\frac\lambda4+\frac{\lambda u^2}{4}\pm\frac{\lambda u}{2}
=\frac{\lambda}{4}(1\pm u)^2-\frac\lambda2 .
\end{equation}
The common constant $-\lambda/2$ is dropped from here on. The minima lie at $u=-1$ for site 1 and $u=+1$ for site 2.

\subsection{The lower adiabatic surface}

Adding the coupling gives a matrix with diagonal elements $E_1,E_2$ and off-diagonal magnitude $V$. The mean of the diagonal elements is $\lambda(1+u^2)/4$, and half their difference is $\lambda u/2$. The lower eigenvalue is therefore
\begin{equation}
E_-(u)=\frac\lambda4(1+u^2)-S,\qquad
S=\sqrt{\frac{\lambda^2u^2}{4}+V^2}.
\label{surface}
\end{equation}
The sign of the off-diagonal element has no effect, since only its square appears.

Because $dS/du=\lambda^2u/(4S)$,
\begin{equation}
\frac{dE_-}{du}=\frac{\lambda u}{2}\left(1-\frac{\lambda}{2S}\right).
\end{equation}
There are two ways to make this vanish: $u=0$, or $S=\lambda/2$. The second condition gives
\begin{equation}
u^2=1-\frac{4V^2}{\lambda^2},
\end{equation}
which has two distinct real solutions if $2V<\lambda$. Differentiating once more,
\begin{align}
\frac{d^2S}{du^2}&=\frac{\lambda^2}{4S}-\frac{\lambda^4u^2}{16S^3}
=\frac{\lambda^2V^2}{4S^3},\\
\frac{d^2E_-}{du^2}&=\frac\lambda2-\frac{\lambda^2V^2}{4S^3}.
\label{curv}
\end{align}
At $u=0$, where $S=V$, the curvature is $-(\lambda/2)[\lambda/(2V)-1]$. This is negative for $2V<\lambda$, so the point is the top of the barrier. At $S=\lambda/2$ it is $(\lambda/2)(1-4V^2/\lambda^2)$, which is positive: these points are the minima.

\subsection{The barrier}

The energies at the two kinds of stationary point are
\begin{align}
E_-(0)&=\frac\lambda4-V,\\
E_{\min}&=\frac\lambda4\left(2-\frac{4V^2}{\lambda^2}\right)-\frac\lambda2
=-\frac{V^2}{\lambda}.
\end{align}
Their difference is
\begin{equation}
E_b=\frac\lambda4-V+\frac{V^2}{\lambda}
=\frac{(\lambda-2V)^2}{4\lambda},\qquad 2V<\lambda .
\label{barrier}
\end{equation}
For the given values,
\begin{equation}
E_b=0.200-0.050+\frac{0.0025}{0.8}=0.153125\ \text{eV},
\end{equation}
or about 0.153 eV (14.8 kJ/mol). Numerical minimization over both distortions $q_1,q_2$, with the electronic matrix diagonalized at each geometry, gives the same value.

The last term in (\ref{barrier}) belongs to the starting state, not to the saddle. Even in the trapped state a little electron density lies on the neighbour. The minimum is at $u=-0.992$ instead of $-1$. The difference in occupation of the two sites is $(\lambda|u|/2)/S=|u|$ there, so the neighbour holds $(1-0.992)/2\approx0.4\%$ of the charge. This mixing lowers the starting energy by $V^2/\lambda$ and so raises the barrier.

\section{Comparison of estimate and solution}

The estimate (\ref{estimate}) is 0.003 eV below the exact model barrier, an error of 2\% relative to the latter. With $r=V/\lambda$, the solution reads
\begin{equation}
\frac{E_b}{\lambda}=\frac14-r+r^2=\left(\frac12-r\right)^2 .
\end{equation}
Scaling supplied the first two terms. The third has coefficient $+1$, and there are no others. The relative error of the estimate is $r^2/(1/2-r)^2$. It is small here because $r=1/16$, but at $r=1/4$ it reaches 100\%: the estimate predicts no barrier, while the solution gives $\lambda/16$.

At $r=1/2$ the barrier itself disappears. For larger coupling $S\geq V>\lambda/2$, so the only stationary point is $u=0$, where the curvature is now positive. The electron is shared by both sites and there is no hop to activate. The opposite limit $V\to0$ gives $E_b\to\lambda/4$, but the adiabatic assumption then fails, because the electron rarely changes site during one passage through the crossing.

An energy error matters through its exponential. At 300 K and fixed prefactor, omitting $V^2/\lambda$ multiplies the rate by 1.13. Using $\lambda/4$ as the barrier, and so leaving out the coupling, multiplies it by 0.16.

\section{Rate and mobility}

Let $M$ be the effective mass for $u$. The uncoupled curvature is $\lambda/2=M\omega_0^2$. By (\ref{curv}), the frequency in the adiabatic well is
\begin{equation}
\omega_w=\omega_0\sqrt{1-4V^2/\lambda^2},\qquad \hbar\omega_w=0.0595\ \text{eV}.
\end{equation}
Assume thermal equilibrium in the well and no return after crossing the top. The classical rate is the one-way thermal flux at $u=0$ divided by the well population. The mean positive part of the velocity is $\sqrt{k_BT/(2\pi M)}$, and the harmonic well integral is $e^{-E_{\min}/k_BT}\sqrt{2\pi k_BT/(M\omega_w^2)}$. Hence
\begin{equation}
\Gamma=\frac{\sqrt{k_BT/(2\pi M)}\;e^{-E_-(0)/k_BT}}
{e^{-E_{\min}/k_BT}\sqrt{2\pi k_BT/(M\omega_w^2)}}
=\frac{\omega_w}{2\pi}e^{-E_b/k_BT}.
\end{equation}
Integrating over the true well shape instead changes the 300 K rate by 0.3\%. Numerically,
\begin{equation}
\Gamma=1.439\times10^{13}\,e^{-0.1531/0.02585}
=3.9\times10^{10}\ \text{s}^{-1}
\end{equation}
at 300 K, and $1.0\times10^{11}$ s$^{-1}$ at 358 K.

For the mobility, consider uncorrelated hops along a line of equal sites parallel to a weak field. A hop along the electric force, which for an electron points against the field, gains $\varepsilon=eFa$. Its barrier falls by nearly $\varepsilon/2$, and that of the reverse hop rises by the same amount. The drift velocity is
\begin{equation}
v=a\Gamma\left(e^{\varepsilon/2k_BT}-e^{-\varepsilon/2k_BT}\right)
\approx a\Gamma\frac{eFa}{k_BT},
\end{equation}
so that
\begin{equation}
\mu=\frac vF=\frac{ea^2\Gamma}{k_BT}
=\frac{(9\times10^{-16}\,\text{cm}^2)(3.853\times10^{10}\,\text{s}^{-1})}{0.02585\ \text{V}}.
\end{equation}
This is $1.3\times10^{-3}$ cm$^2$/Vs at 300 K. At 358 K the same formula gives $2.9\times10^{-3}$ cm$^2$/Vs. These are weak-field values. At 1 MV/cm, where $\varepsilon/2k_BT=0.58$ at 300 K, the ratio $v/F$ is a few percent larger: about $1.4\times10^{-3}$ cm$^2$/Vs at 300 K and $3.0\times10^{-3}$ cm$^2$/Vs at 358 K. The rise with temperature is that of activated hopping, slightly weakened by the factor $1/T$.

\section{What the model leaves out}

\subsection{Field and unequal sites}

Let site 2 lie lower by $\varepsilon$. At a stationary point, the first-order change of energy is $-\varepsilon$ times the occupation of site 2. That occupation is $1/2$ at the saddle and $(1-|u|)/2$ at the initial minimum, so
\begin{equation}
\left.\frac{dE_b}{d\varepsilon}\right|_{0}
=-\frac12\sqrt{1-\frac{4V^2}{\lambda^2}}=-0.496 .
\end{equation}
At 1 MV/cm and 0.3 nm, $\varepsilon=0.030$ eV, and the linear shift is $-14.9$ meV.

The tilt also moves the saddle. Near it, with $d=\lambda u+\varepsilon$, the square root is $\sqrt{d^2/4+V^2}\approx V+d^2/(8V)$. Stationarity requires $\lambda u/2=\lambda d/(4V)$, or $d=2Vu$, and therefore $u=-\varepsilon/(\lambda-2V)$. The second-order energy is
\begin{equation}
\frac{\lambda u^2}{4}-\frac{d^2}{8V}
=\frac{(\lambda-2V)u^2}{4}
=\frac{\varepsilon^2}{4(\lambda-2V)}\approx0.3\ \text{meV}.
\end{equation}
The sum agrees with the numerical shift of $-14.6$ meV. The forward barrier becomes 0.139 eV and the forward rate at 300 K rises by a factor of 1.76, with the prefactor held fixed.

\subsection{Quantum motion of the ions}

At 300 K the phonon energy exceeds $k_BT$, so classical ions are a doubtful approximation. To leading order in $V$, the hopping rate is a time integral over the overlap of the two displaced oscillators. Its exponential is set by the saddle of the integrand at imaginary time of magnitude $\hbar\beta/2$, where $\beta=1/k_BT$:
\begin{equation}
W=\frac{\operatorname{Tr}\left(e^{-\beta H_1/2}e^{-\beta H_2/2}\right)}
{\operatorname{Tr}e^{-\beta H_1}} .
\end{equation}
Here $H_1,H_2$ are the oscillator Hamiltonians of the two parabolas.

To evaluate $W$, use a coordinate $x$ in units of $\sqrt{\hbar/m\omega_0}$, where $m$ is the mass for the corresponding length coordinate. The thermal kernel of a centred oscillator for $\theta=\hbar\omega_0\tau$ is
\begin{equation}
\rho=C(\theta)\exp\left\{-\tfrac14\left[A(x+y)^2+B(x-y)^2\right]\right\}.
\end{equation}
Inserting it in $\partial_\theta\rho=\frac12(\partial_x^2-x^2)\rho$ and comparing the quadratic terms gives $A'=(1-A^2)/2$, $B'=(1-B^2)/2$ and $AB=1$. The solution that becomes a delta function at $\theta=0$ has $A=\tanh(\theta/2)$ and $B=\coth(\theta/2)$.

Put the oscillator centres at $\mp D/2$. In the product of the two kernels, the differences $x-y$ are unaffected, while the sums give
\begin{equation}
(x+y+D)^2+(x+y-D)^2=2(x+y)^2+2D^2 .
\end{equation}
The displacement thus contributes the factor $e^{-AD^2/2}$. Since $\lambda=\hbar\omega_0D^2/2$ and $\tau=\beta/2$,
\begin{equation}
W=\exp\left[-\frac{\lambda}{\hbar\omega_0}
\tanh\frac{\hbar\omega_0}{4k_BT}\right].
\end{equation}
For $\hbar\omega_0\ll k_BT$ this becomes $e^{-\lambda/4k_BT}$, the classical crossing weight. At 300 K the exponent is $13.33\tanh(0.580)=6.97$, against 7.74 classically. The weight increases by a factor of 2.15, equivalent to lowering the barrier by 20 meV. Changes of the prefactor are not included; the full time integral over one phonon period gives 2.43, or 23 meV. Either factor multiplies the classical weak-coupling rate, not the adiabatic rate $\Gamma$.

This estimate treats $V$ as small. The adiabatic surface itself gives a further warning. Its top has
\begin{equation}
\hbar\omega_t=\hbar\omega_0\sqrt{\frac{\lambda}{2V}-1}=0.159\ \text{eV}.
\end{equation}
Approximate the top by an inverted parabola, whose transmission at energy $\epsilon$ from the top is $[1+e^{-2\pi\epsilon/\hbar\omega_t}]^{-1}$. With $z=e^{-2\pi\epsilon/\hbar\omega_t}$ and $p=\beta\hbar\omega_t/2\pi$, its thermal average relative to the classical flux is
\begin{equation}
p\int_0^\infty\frac{z^{p-1}}{1+z}\,dz=\frac{\pi p}{\sin\pi p},\qquad p<1 .
\end{equation}
The factor is 1.54 at 600 K and diverges at $T_c=\hbar\omega_t/(2\pi k_B)=293$ K. The divergence is a failure of the parabola, not an infinite rate: by (\ref{surface}), the rounded top extends only to $|u|\sim2V/\lambda=0.125$. Still, at 300 K tunnelling cannot be called small, and the 20 meV shift is a measure of size, not a correction to be applied to the third decimal.

\subsection{Incomplete electronic following}

At a linear crossing, the probability that the electron changes site in one pass is given by the Landau--Zener formula
\begin{equation}
P=1-\exp\left[-\frac{2\pi V^2}{\hbar\,|d(E_1-E_2)/dt|}\right].
\end{equation}
Direct time integration at sweep rates of $4V^2/\hbar$ and $8V^2/\hbar$ agrees with it within $10^{-3}$ in $P$.

The formula assumes a steady speed through the crossing. In this picture, an electron that fails to switch travels up the upper surface and returns. Neglect interference between passes. Let $R$ be the chance of ending on site 2 when returning on the parabola of site 1, and $R'$ the chance when returning on that of site 2. Then $R=PR'$ and $R'=(1-P)+PR$, which give $R=P/(1+P)$. The total transfer probability is
\begin{equation}
P+(1-P)R=\frac{2P}{1+P}.
\end{equation}

Let $w$ be the speed in units of $\sqrt{k_BT/M}$. Since $E_1-E_2=\lambda u$ and $M=\lambda/(2\omega_0^2)$, the exponent in $P$ is
\begin{equation}
\frac{2\pi V^2}{w\,\hbar\omega_0\sqrt{2\lambda k_BT}}=\frac{1.29}{w}
\end{equation}
at 300 K. Averaging with the flux weight $we^{-w^2/2}$ gives a mean one-pass probability of 0.68 and a rate factor of 0.80. This is equivalent to raising the barrier by 6 meV. The estimate is rough: the gap $2V$ is almost $4k_BT$, so few thermal crossings have enough energy to reach the upper surface, and their speed is not steady. It understates the effect. The classical weak-coupling rate $(V^2/\hbar)\sqrt{\pi/(\lambda k_BT)}\,e^{-\lambda/4k_BT}=2.0\times10^{10}$ s$^{-1}$ is only $0.53\,\Gamma$ at 300 K, and with the quantum factor 2.43 it becomes $1.3\,\Gamma$. A quantum transmission calculation on the two coupled parabolas, with no return from the wells, also gives about $1.3\,\Gamma$ at 300 K, and $1.05\,\Gamma$ at 358 K. The same calculation on the lower surface alone gives $3.9\,\Gamma$ at 300 K. With quantum ions, incomplete following thus costs a factor of about 3, or nearly 30 meV. For these parameters the hop is far from adiabatic, and the lower surface alone is a poor guide to the rate.

\subsection{Further neighbours}

In a chain, the trapped electron has a second neighbour site, a vertical energy $\lambda$ above it, which lowers the minimum by another $V^2/\lambda$. At the saddle, the bonding level lies $\lambda/2+V$ below each of two outer sites and couples to each with $V/\sqrt2$. Second-order theory gives
\begin{equation}
\Delta E_b=\frac{V^2}{\lambda}-\frac{2V^2}{\lambda+2V}=-2.4\ \text{meV}.
\end{equation}
A fully relaxed six-site chain gives $-2.5$ meV and a barrier of 0.151 eV. In the chain, the outer sites thus cancel about four fifths of the mixing term that distinguishes 0.153 from 0.150 eV.

In three dimensions the effect is larger. Take a simple cubic lattice with the same coupling $V$ to all six neighbours. Each of the four neighbours beside the hop axis lowers the minimum by $V^2/\lambda$. At the saddle, the two hop sites have four such side pairs. The bonding level couples with strength $V$ to the bonding combination of each pair, which lies $\lambda/2$ above it, and is lowered by $2V^2/\lambda$. Each side pair therefore lowers the barrier by $V^2/\lambda$. Together with the chain term, the shift is about $-15$ meV in second order. Higher orders are not negligible here: a fully relaxed cubic lattice gives $-17.5$ meV and a barrier of 0.136 eV. There is also a limit to the hopping picture here. Measured from an undistorted isolated site, the trapped state lies at $-\lambda/2-6V^2/\lambda=-0.419$ eV and the bottom of the untrapped band at $-6V=-0.300$ eV. The difference is only 0.12 eV, and the relaxed hop saddle, at $-0.284$ eV, lies above the band bottom. Release must also cross a self-trapping barrier, which brings its activation energy to about 0.14 eV. This is close to the hop barrier, so for these values release into the band may compete with the hop.

\section{Reading the result for a memory oxide}

The parameters describe a plausible small-polaron oxide, not a particular compound. As a rough guide, reorganization energies of some tenths of an eV to above 1 eV, couplings of tens of meV or more, and fields near 1 MV/cm are reasonable for such layers; none of the chosen values is extreme. The assumption of equal sites is easily broken in a real device. Vacancies, strain and an amorphous structure shift site energies, and by the slope found above an uphill step of 0.1 eV would add about 50 meV to the barrier. Binding to a defect can add more. The calculated mobility therefore refers to hops between equivalent, defect-free sites. It does not describe a cell whose current runs through a metallic filament.

Within the two-site classical model, the barrier is 0.153 eV. For a device layer, the same parameters fix the barrier only to within a few hundredths of an eV: the field lowers it by about 15 meV and, on a cubic lattice, the further neighbours by about 17 meV. The weak-coupling estimate for the quantum motion of the ions is of similar size, 20 meV, but it is not a net shift of the adiabatic barrier, and incomplete electronic following acts against it; together the two raise the two-site rate at 300 K by only about 30\%, equivalent to lowering the barrier by some 8 meV. These shifts were estimated separately and should not simply be added. The numerical output below lists most of the two-site and chain values to more digits.

\section*{Computed results}
\begin{verbatim}
reorganization energy: 0.800 eV
electronic coupling: 0.050 eV
diabatic crossing lam/4: 0.2000 eV
adiabatic saddle energy: 0.150000 eV
adiabatic minimum energy: -0.003125 eV
coordinate u of left minimum: -0.99216
barrier from diagonalization: 0.153125 eV
barrier from formula: 0.153125 eV
barrier from two local distortions: 0.153125 eV
barrier, main result converted: 14.77 kJ/mol
ratio 2V/lam: 0.125
phonon energy: 0.060 eV
hop length: 0.30 nm
room temperature: 300 K
hot operating temperature: 358 K
kT at room temperature: 0.02585 eV
kT at hot temperature: 0.03085 eV
well phonon energy: 0.05953 eV
attempt frequency: 1.439e+13 1/s
classical hop rate, room: 3.853e+10 1/s
classical hop rate, hot: 1.006e+11 1/s
quadrature/harmonic rate, room: 0.9974
classical mobility, room: 1.341e-03 cm2/Vs
classical mobility, hot: 2.935e-03 cm2/Vs
rate error factor if V^2/lam omitted: 1.128
rate error factor if lam/4 used: 0.163
electric field: 1.00 MV/cm
site-energy drop per hop: 0.0300 eV
barrier slope with site-energy drop: -0.4961
forward barrier in field: 0.13857 eV
field barrier shift: -14.56 meV
field rate factor: 1.756
quantum-overlap rate factor: 2.150
quantum-overlap equivalent shift: -19.78 meV
barrier-top phonon energy: 0.1587 eV
tunnelling crossover temperature: 293.2 K
parabolic tunnelling factor at 600 K: 1.536
mean one-pass switching probability: 0.678
electronic-following rate factor: 0.795
electronic-following equivalent shift: 5.93 meV
six-site chain barrier: 0.15064 eV
further-neighbour barrier shift: -2.48 meV
second-order neighbour estimate: -2.43 meV
\end{verbatim}
